\section*{The angular-overlap setting: d-level matrices for arbitrary halide positions}

\section{What symmetry fixes}

Place a metal at the origin and one terminal halide on the $z$ axis. If the bond is axially symmetric, its effect on the five $d$ orbitals cannot mix different angular momenta $m$ about $z$, and reflection through a plane containing the bond makes $m$ and $-m$ equal in energy. In the order $z^2,xz,yz,xy,x^2-y^2$, used throughout, the one-ligand matrix must therefore be
\begin{equation}
E=\mathrm{diag}(e_\sigma,e_\pi,e_\pi,e_\delta,e_\delta).
\end{equation}
The halide valence $p$ orbitals have only $m=0,\pm1$ about the bond, so they cannot couple to the last two $d$ orbitals, and in this model $e_\delta=0$. Two energies remain. If ligand contributions add, every matrix element is a sum of these energies times pure numbers, and the numbers depend only on the bond directions.

This is the content of the angular-overlap setting in a ligand-field calculation. The user supplies ligand positions, $e_\sigma$ and $e_\pi$, or asks for the two parameters to be fitted to computed $d$ levels. Distances do not enter the angular factors; a longer bond must be given its own, smaller parameters.

\section{Where the parameters come from}

Measure energies from the unperturbed $d$ level. Let all ligand $p$ levels lie $\Delta$ below it, take the orbitals as orthogonal, neglect coupling between ligands, and collect the metal--ligand couplings in a matrix $B$. The amplitudes $c_d$ and $c_p$ obey
\begin{align}
Bc_p&=Ec_d, & B^Tc_d-\Delta c_p&=Ec_p .
\end{align}
The second equation gives $c_p=B^Tc_d/(E+\Delta)$. Inserting this in the first,
\begin{equation}
BB^Tc_d=E(E+\Delta)c_d. \label{full}
\end{equation}
For $|E|\ll\Delta$ the right side is $E\Delta c_d$, so the $d$ levels are eigenvalues of
\begin{equation}
V=BB^T/\Delta .
\end{equation}
The columns of $B$ belong to separate ligands, so $BB^T$ is a sum over ligands. This is the origin of additivity. For one ligand with couplings $t_\sigma,t_\pi$ it gives $e_\sigma=t_\sigma^2/\Delta$ and $e_\pi=t_\pi^2/\Delta$. Both are positive because the lower ligand levels push the $d$ levels up.

Within the same orbital model the second-order step can be undone. If $\lambda$ is an eigenvalue of $V$, equation (\ref{full}) reads $E^2+\Delta E-\Delta\lambda=0$, and the root that vanishes with $\lambda$ is
\begin{equation}
E=\tfrac12\left(-\Delta+\sqrt{\Delta^2+4\Delta\lambda}\right)
=\lambda-\frac{\lambda^2}{\Delta}+\dots \label{sat}
\end{equation}
Strongly raised levels thus rise less than the additive matrix says.

\section{Rotating one ligand}

Write each real $d$ orbital on the unit sphere as
\begin{equation}
d_a(\mathbf r)=N\,\mathbf r^TQ_a\mathbf r,
\end{equation}
where $Q_a$ is symmetric and traceless. With $\hat x,\hat y,\hat z$ as column vectors,
\begin{align}
Q_{z^2}&=\frac{3\hat z\hat z^T-1}{\sqrt6}, &
Q_{xz}&=\frac{\hat x\hat z^T+\hat z\hat x^T}{\sqrt2},\\
Q_{x^2-y^2}&=\frac{\hat x\hat x^T-\hat y\hat y^T}{\sqrt2},
\end{align}
and $Q_{yz},Q_{xy}$ follow from $Q_{xz}$ by changing the axes. They satisfy $\mathrm{tr}(Q_aQ_b)=\delta_{ab}$.

To find $N$, note that the spherical average of $r_ir_jr_kr_l$ is isotropic and symmetric in all indices, so it is $C(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. Setting $i=j$, $k=l$ and summing gives $1=C(9+3+3)$, hence $C=1/15$. The traces of $Q_a$ and $Q_b$ vanish, so the other two terms give
\begin{equation}
\int d_ad_b\,d\Omega=4\pi N^2\,\frac{2\,\mathrm{tr}(Q_aQ_b)}{15},
\qquad N=\sqrt{\frac{15}{8\pi}} .
\end{equation}

A rotation $R$ changes $d_b(\mathbf r)$ into $d_b(R^T\mathbf r)=N\mathbf r^TRQ_bR^T\mathbf r$. Its overlap with $d_a$ is
\begin{equation}
D_{ab}(R)=\mathrm{tr}(Q_aRQ_bR^T). \label{D}
\end{equation}
The rotated tensors remain orthonormal, so $D$ is an orthogonal matrix.

For a ligand in direction $\mathbf n$, let $\mathbf u$ be the global axis for which $|\mathbf u\cdot\mathbf n|$ is smallest, and set
\begin{equation}
\mathbf e_1=\frac{\mathbf u\times\mathbf n}{|\mathbf u\times\mathbf n|},\quad
\mathbf e_2=\mathbf n\times\mathbf e_1,\quad
R=(\mathbf e_1,\mathbf e_2,\mathbf n).
\end{equation}
This frame is right-handed and takes $\hat z$ to $\mathbf n$. Since $|\mathbf u\cdot\mathbf n|\le1/\sqrt3$, the denominator is at least $\sqrt{2/3}$, and no direction is singular. The complete matrix is
\begin{equation}
V=\sum_L D(R_L)\,\mathrm{diag}(e_\sigma,e_\pi,e_\pi,0,0)\,D(R_L)^T, \label{V}
\end{equation}
with separate parameters for each ligand if needed. Because $D$ is orthogonal, $\mathrm{tr}\,V=\sum_L(e_\sigma+2e_\pi)$ in any geometry.

The first three columns of $D$ are the $\sigma$ and $\pi$ amplitudes. Replacing $\hat z$ by $\mathbf n$ and $\hat x,\hat y$ by $\mathbf e_1,\mathbf e_2$ in the tensors, and using $\mathrm{tr}\,Q_a=0$,
\begin{align}
F_{\sigma,a}&=\sqrt{\tfrac32}\,q_a,\qquad q_a=\mathbf n^TQ_a\mathbf n,\\
F_{\pi i,a}&=\sqrt2\,\mathbf e_i^TQ_a\mathbf n .
\end{align}
Completeness, $\mathbf e_1\mathbf e_1^T+\mathbf e_2\mathbf e_2^T=1-\mathbf n\mathbf n^T$, then gives
\begin{equation}
\sum_{i=1}^2F_{\pi i,a}F_{\pi i,b}
=2\left[(Q_a\mathbf n)\cdot(Q_b\mathbf n)-q_aq_b\right]. \label{pi}
\end{equation}
The vectors $\mathbf e_i$ have disappeared, so a twist of the local frame about the bond has no effect. With two unequal $\pi$ energies the sum no longer closes in this way, and the twist matters. A single $e_\pi$ suits an axially symmetric terminal halide. A halide bridging two metals need not have that symmetry; it may require two $\pi$ energies and a stated local axis.

As an independent test, the explicit $d$ functions were integrated over the sphere for six random directions. The resulting $D$ agreed with equation (\ref{D}) to $3\times10^{-15}$.

\section{The trigonal bipyramid}

Put the threefold axis on $z$. For a ligand at polar angle $\theta$, with $c=\cos\theta$,
\begin{equation}
F_{\sigma,z^2}=\sqrt{\tfrac32}\,\frac{3c^2-1}{\sqrt6}=\frac{3c^2-1}{2}.
\end{equation}
The two axial amplitudes are 1 and the three equatorial ones are $-1/2$. Energies contain their squares, so the $\sigma$ energy is
\begin{equation}
2(1)^2e_\sigma+3\left(-\tfrac12\right)^2e_\sigma=\tfrac{11}{4}e_\sigma .
\end{equation}
For the $\pi$ part, $Q_{z^2}\mathbf n=(3c\hat z-\mathbf n)/\sqrt6$ has squared length $(3c^2+1)/6$. Equation (\ref{pi}) gives
\begin{equation}
2\left[\frac{3c^2+1}{6}-\frac{(3c^2-1)^2}{6}\right]=3c^2(1-c^2),
\end{equation}
which vanishes at $0^\circ$, $90^\circ$ and $180^\circ$.

An equatorial ligand at azimuth $\phi$ has these remaining amplitudes, with $\mathbf e_1=(-\sin\phi,\cos\phi,0)$ and $\mathbf e_2=\hat z$:
\begin{align}
\sigma:&\quad F_{xy}=\tfrac{\sqrt3}{2}\sin2\phi,\quad
F_{x^2-y^2}=\tfrac{\sqrt3}{2}\cos2\phi,\\
\pi_1:&\quad F_{xy}=\cos2\phi,\quad F_{x^2-y^2}=-\sin2\phi,\\
\pi_2:&\quad F_{xz}=\cos\phi,\quad F_{yz}=\sin\phi .
\end{align}
Over $\phi=0^\circ,120^\circ,240^\circ$ the sums of $\cos2\phi$, $\sin2\phi$, $\cos4\phi$ and $\sin4\phi$ vanish. Each squared sine or cosine therefore sums to $3/2$, and every off-diagonal element cancels. Each axial ligand adds $e_\pi$ to both $xz$ and $yz$. The levels are
\begin{align}
E(z^2)&=\tfrac{11}{4}e_\sigma,\\
E(xy)=E(x^2-y^2)&=\tfrac98e_\sigma+\tfrac32e_\pi,\\
E(xz)=E(yz)&=\tfrac72e_\pi .
\end{align}
The first result is a true eigenvalue, but it is the $z^2$ diagonal element because of the choice of axes. With the threefold axis on $x$ and one equatorial ligand on $z$, that element is
\begin{equation}
\left[2\cdot\tfrac14+1+2\cdot\tfrac1{64}\right]e_\sigma=1.53125\,e_\sigma,
\end{equation}
while $11/4$ remains an eigenvalue of the $\sigma$ matrix. Compare eigenvalues, or align the axes first, before comparing diagonal elements.

\section{Two further limits}

In an octahedron with ligands on the axes, $z^2$ gets $(2+4/4)e_\sigma=3e_\sigma$. The $xy$ orbital gets no $\sigma$ energy and $e_\pi$ from each of four ligands. The splitting is $3e_\sigma-4e_\pi$.

In a tetrahedron with ligands along cube diagonals, $c^2=1/3$. The $z^2$ orbital has no $\sigma$ energy and $4\cdot3\cdot\frac13\cdot\frac23e_\pi=\frac83e_\pi$. For $xy$, each ligand has $F_\sigma^2=3n_x^2n_y^2=\frac13$ and $\pi$ weight $2(\frac13-\frac29)=\frac29$. Thus
\begin{equation}
E(z^2)-E(xy)=\tfrac83e_\pi-\tfrac43e_\sigma-\tfrac89e_\pi
=-\tfrac49(3e_\sigma-4e_\pi).
\end{equation}
The factor $-4/9$ assumes the same two parameters in both geometries.

\section{A five-coordinate chloride}

Take a model complex with one $d$ electron, five equal terminal chlorides, $e_\sigma=6000$ and $e_\pi=1000\ \mathrm{cm^{-1}}$. For the equatorial ligand at $120^\circ$, the $\sigma$ amplitudes on $z^2$, $xy$ and $x^2-y^2$ are $-0.500$, $-0.750$ and $-0.433$. The $\pi_1$ amplitudes on the last two are $-0.500$ and $0.866$. Its contribution to the $xy$ diagonal element is
\begin{equation}
6000(0.750)^2+1000(0.500)^2=3625\ \mathrm{cm^{-1}},
\end{equation}
and to $z^2$ it is $6000(0.500)^2=1500\ \mathrm{cm^{-1}}$. Adding all five ligands gives
\begin{align}
E(z^2)&=16500\ \mathrm{cm^{-1}}=2.05\ \mathrm{eV},\\
E(xy,x^2-y^2)&=8250\ \mathrm{cm^{-1}}=1.02\ \mathrm{eV},\\
E(xz,yz)&=3500\ \mathrm{cm^{-1}}=0.43\ \mathrm{eV}.
\end{align}
Their sum, counting degeneracy, is $40000=5(6000+2000)\ \mathrm{cm^{-1}}$, as the trace rule requires.

Now bend the molecule towards a square pyramid. Keep one equatorial ligand on $x$, put the former axial ligands in the $xz$ plane at $\beta=95^\circ$ from it, and the other two in the $xy$ plane at $\alpha=115^\circ$. The parameters are held fixed. The levels become 3568, 3628, 7123, 9317 and $16364\ \mathrm{cm^{-1}}$. Symmetry now allows $z^2$ and $x^2-y^2$ to mix, with a matrix element of $794\ \mathrm{cm^{-1}}$, so the top level is no longer pure $z^2$.

The lowest pair splits by only $59\ \mathrm{cm^{-1}}$. The amplitudes show why:
\begin{align}
E(xz)-E(yz)={}&e_\pi(1+2\cos2\alpha)
+\tfrac32e_\sigma\sin^22\beta\notag\\
&+2e_\pi(\cos^22\beta-\sin^2\beta).
\end{align}
The three terms are about $-286$, $+271$ and $-45\ \mathrm{cm^{-1}}$; for these angles and parameters the axial bend, $+226\ \mathrm{cm^{-1}}$ in all, cancels most of the equatorial one. Near $\alpha=120^\circ$ the first term is linear in the bend, so without spin-orbit coupling one electron in this pair makes the regular shape open to a Jahn--Teller distortion. Spin-orbit coupling removes the linear term: with a constant of $200\ \mathrm{cm^{-1}}$, a $1^\circ$ change of $\alpha$ alone lowers the lowest level by under $5\ \mathrm{cm^{-1}}$ instead of about 30, and the lowering starts quadratically. Whether and how far the molecule distorts also needs an elastic energy, which this setting does not contain.

\section{How far to trust the numbers}

The parameters are round values in the rough regime of chloride bound to trivalent first-row transition metals: several thousand $\mathrm{cm^{-1}}$ for $e_\sigma$ and about a thousand for $e_\pi$. Real five-coordinate halides need not have equal axial and equatorial bonds. The $\sigma$ energy of $z^2$ is then $2e_\sigma^{\rm ax}+\frac34e_\sigma^{\rm eq}$. Lowering the axial parameters by 10\% gives $15300\ \mathrm{cm^{-1}}$, a fall of 7\% from the equal-bond value.

The largest error sized here is the second-order step, if 6000 and 1000 are read as the bare values $t^2/\Delta$. With ligand levels $\Delta=40000\ \mathrm{cm^{-1}}$ below the $d$ level, a rough choice, equation (\ref{sat}) lowers $z^2$ from 16500 to $12558\ \mathrm{cm^{-1}}$, or by 24\% of the additive value. The other pairs fall to 7019 and $3238\ \mathrm{cm^{-1}}$. Parameters fitted to spectra already absorb part of this saturation, and the error of transferring them is different. Bare values of 8700 and $1100\ \mathrm{cm^{-1}}$ give, through equation (\ref{sat}), the octahedral levels 18000 and $4000\ \mathrm{cm^{-1}}$ that the additive matrix gives for 6000 and 1000. In the bipyramid they give about 16840, 9280 and $3540\ \mathrm{cm^{-1}}$, which lie 2\%, 12.5\% and 1\% above the additive levels.

Metal $s$ mixing is smaller in this example. The $\sigma$ amplitudes of $z^2$ add to $2-3/2=1/2$. If the $s$ orbital couples to each ligand as strongly as a $d_\sigma$ orbital does, the $s$--$d$ element is $3000\ \mathrm{cm^{-1}}$. Added to the additive matrix, an $s$ level at $60000\ \mathrm{cm^{-1}}$ then lowers $z^2$ by $206\ \mathrm{cm^{-1}}$; twice the element would give 812. This estimate shares the second-order step. With the ligand orbitals kept explicitly, equal coupling and the unperturbed $s$ level at $60000\ \mathrm{cm^{-1}}$, the shift is $60\ \mathrm{cm^{-1}}$.

Metal $p$ mixing can be larger than $s$ mixing, because the bipyramid has no inversion centre and $xy,x^2-y^2$ share the symmetry of $p_x,p_y$. For $x^2-y^2$ and $p_x$, the $\sigma$ products $\tfrac{\sqrt3}{2}\cos2\phi\cos\phi$ add to $3\sqrt3/4$ and the $\pi_1$ products $\sin2\phi\sin\phi$ to $-3/2$. With couplings equal to those of the $d$ orbitals the $p$--$d$ element is about $6300\ \mathrm{cm^{-1}}$. A $p$ level at $90000\ \mathrm{cm^{-1}}$, again a rough choice, then lowers the pair by about $480\ \mathrm{cm^{-1}}$ in the additive matrix and by about 270 with the ligand orbitals kept explicitly. The neglected coupling between ligands is also not small: an assumed $\sigma$ coupling of 2000 to $5000\ \mathrm{cm^{-1}}$ between neighbouring chlorides raises $z^2$ by roughly 500 to $1200\ \mathrm{cm^{-1}}$.

For the lowest pair, finer effects matter. A spin-orbit constant of $200\ \mathrm{cm^{-1}}$ splits it by $196\ \mathrm{cm^{-1}}$ in the regular geometry if the orbitals are pure $d$ (mixing with the ligand orbitals and the spin-orbit coupling of chlorine change this by up to about $15\ \mathrm{cm^{-1}}$), more than the bend above does without spin-orbit coupling. The thermal energy at 400 K is $278\ \mathrm{cm^{-1}}$, so both split components would be populated; the next pair, $4750\ \mathrm{cm^{-1}}$ higher, would hardly be. With more than one $d$ electron, electron repulsion must be added before these levels can be compared with a spectrum.

\section{Guidance for fitting}

A fit usually leaves a common energy offset free. The regular bipyramid then supplies two level differences:
\begin{align}
E(z^2)-E(xz)&=\tfrac{11}{4}e_\sigma-\tfrac72e_\pi,\\
E(xy)-E(xz)&=\tfrac98e_\sigma-2e_\pi .
\end{align}
Two unknowns can match any two differences, so a perfect fit does not test the model. The saturated levels above give differences of 9320 and $3781\ \mathrm{cm^{-1}}$. Solving the two equations returns $e_\sigma\approx3460$ and $e_\pi\approx60\ \mathrm{cm^{-1}}$, although the underlying values are 6000 and 1000. Here a nearly vanishing fitted $e_\pi$ reflects saturation, not absent $\pi$ bonding. Saturation is not the only bias, and its direction need not win in a real complex. Lowering $xy,x^2-y^2$ by the $480\ \mathrm{cm^{-1}}$ of metal $p$ mixing alone moves the fit from 6000 and 1000 to about 7080 and $1850\ \mathrm{cm^{-1}}$; with saturation and $p$ mixing together it returns about 4060 and 530.

Three rules follow for equal terminal halides with a free offset:
\begin{itemize}
\item Do not fit separate axial and equatorial parameters to the regular bipyramid alone: four unknowns face two differences.
\item A less symmetric geometry overdetermines the fit: the bent one has four level differences for two parameters, provided bond lengths are held fixed so that the parameters may reasonably be shared. A good fit is still weak evidence of additivity. The saturated levels of the bent geometry are matched within $40\ \mathrm{cm^{-1}}$ by $e_\sigma\approx3550$ and $e_\pi\approx120\ \mathrm{cm^{-1}}$, far from the underlying values.
\item Compare the level shifts with $\Delta$. By equation (\ref{sat}) the leading relative error of a level is $\lambda/\Delta$, but the fit can amplify it. For the parameters used here and large $\Delta$, the errors of $e_\sigma$ and $e_\pi$ are about two and five times $\lambda/\Delta$ of the top level: 8\% and 20\% when that ratio is 0.04. When saturation is the only correction, fitted shifts also understate $\lambda$; in the example above the fitted $z^2$ shift is $0.24\Delta$ against $\lambda=0.41\Delta$. Unless the ratio is very small, treat the fitted parameters as effective numbers for that geometry.
\end{itemize}
The matrices and levels are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
d order: z2, xz, yz, xy, x2-y2
largest rotation-matrix error: 2.6e-15
TBP sigma diagonal / e_sigma: [11/4, 0, 0, 9/8, 9/8]
TBP pi diagonal / e_pi: [0, 7/2, 7/2, 3/2, 3/2]
TBP z2 sigma by quadrature / e_sigma: 2.750000
TBP z2 sigma amplitudes, 2 axial then 3 equatorial:
  1.0000 1.0000 -0.5000 -0.5000 -0.5000
z2 diagonal, threefold axis on x: 1.53125 e_sigma
One equatorial ligand, azimuth 120 degrees:
  e1: -0.8660 -0.5000 0.0000
  e2: 0.0000 0.0000 1.0000
  n:  -0.5000 0.8660 0.0000
  sigma amplitudes: -0.5000 0.0000 0.0000 -0.7500 -0.4330
  pi-1 amplitudes:  0.0000 0.0000 0.0000 -0.5000 0.8660
  pi-2 amplitudes:  0.0000 -0.5000 0.8660 0.0000 0.0000
e_sigma: 6000 cm^-1; e_pi: 1000 cm^-1
TBP diagonal (cm^-1): 16500.0 3500.0 3500.0 8250.0 8250.0
TBP largest off-diagonal: 9.1e-13 cm^-1
TBP trace: 40000.0 cm^-1
  xz,yz: 3500.0 cm^-1 = 0.4339 eV
  xy,x2-y2: 8250.0 cm^-1 = 1.0229 eV
  z2: 16500.0 cm^-1 = 2.0457 eV
Gap xz,yz to xy,x2-y2: 4750.0 cm^-1
Octahedral splitting: 14000.0 cm^-1
Tetrahedral splitting: -6222.2 cm^-1
Bent geometry, angles from pivot ligand on x:
  former axial 95 deg, equatorial 115 deg
  matrix (cm^-1):
    16273.3 0.0 0.0 0.0 793.9
    0.0 3568.3 0.0 0.0 0.0
    0.0 0.0 3627.6 0.0 0.0
    0.0 0.0 0.0 7123.0 0.0
    793.9 0.0 0.0 0.0 9407.8
  levels (cm^-1): 3568.3 3627.6 7123.0 9317.2 16363.9
  lowest-pair splitting: 59.3 cm^-1
Axial parameters times 0.9: z2 = 15300.0 cm^-1
Ligand level below d: 40000 cm^-1
  levels beyond second order (cm^-1): 3237.9 3237.9 7018.5 7018.5 12557.6
  z2 change: -3942.4 cm^-1
Metal s level: 60000 cm^-1; s sigma energy = e_sigma
  s-d coupling: 3000.0 cm^-1
  z2 shift by s mixing: -205.9 cm^-1
Spin-orbit constant: 200 cm^-1
  lowest-pair splitting: 195.6 cm^-1
Thermal energy at 400 K: 278.0 cm^-1
\end{verbatim}
